# Kambersky's torque-correlation damping and its intraband and interband parts

Let $\mathbf m$ be the unit vector along the magnetisation, $M$ the magnetic moment per volume (per area in two dimensions) and $\gamma>0$ the gyromagnetic ratio. The Gilbert damping $\alpha$ is defined by

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}.\tag{1}$$

The electrons are independent particles in a mean field,

$$H(\mathbf m)=H_{\rm orb}+\tfrac{\Delta}{2}\,\mathbf m\cdot\boldsymbol\sigma+H_{\rm so},\tag{2}$$

where $H_{\rm orb}$ does not act on spin, $\Delta$ is the exchange splitting and $H_{\rm so}$ is the spin-orbit coupling. The plus sign puts majority spins opposite to $\mathbf m$, so that their moments lie along $\mathbf m$. The magnetisation is uniform and stays near $z$: $\mathbf m=\hat z+\mathbf u(t)$ with $\mathbf u=(u_x,u_y,0)$ small and slow. States $|n\rangle$ and energies $\varepsilon_n$ belong to $H(\hat z)$; $f$ is the Fermi function and $\mu$ the Fermi energy.

The damping follows from the power that the electrons absorb. Taking $\mathbf m\times$ of (1), with $\mathbf m\times(\mathbf m\times\mathbf B)=-\mathbf B_\perp$ and $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$, gives $\mathbf m\times\dot{\mathbf m}=\gamma\mathbf B_\perp-\alpha\dot{\mathbf m}$. The scalar product with $\dot{\mathbf m}$ removes the left side, so $\mathbf B\cdot\dot{\mathbf m}=\alpha|\dot{\mathbf m}|^2/\gamma$. The magnetic energy density $-M\mathbf m\cdot\mathbf B$ in a static field is therefore lost at the rate

$$P=\frac{\alpha M}{\gamma}\,|\dot{\mathbf m}|^2 .\tag{3}$$

Now let a drive $u_0\cos(\omega t)\,O$ act on the electrons. Its absorbing component has amplitude $u_0/2$, and the golden rule gives the net power

$$P=\frac{2\pi}{\hbar}\frac{u_0^2}{4}\sum_{nm}|O_{nm}|^2(f_n-f_m)\,\delta(\varepsilon_m-\varepsilon_n-\hbar\omega)\,\hbar\omega .$$

For small $\omega$, $f_n-f_m\to\hbar\omega(-f')$. The two factors $\hbar\omega$ combine with $u_0^2$ into the mean square velocity $\overline{\dot u^2}=u_0^2\omega^2/2$:

$$P=\pi\hbar\,\overline{\dot u^2}\sum_{nm}|O_{nm}|^2\int d\varepsilon\,(-f')\,\delta(\varepsilon-\varepsilon_n)\,\delta(\varepsilon-\varepsilon_m).\tag{4}$$

As a test of the prefactor, a driven set of equally spaced levels was propagated in time; the absorbed energy agreed with the golden rule to better than $0.01\%$ of its value.

What must be inserted for $O$? In the laboratory frame it is the exchange torque $X_x=\partial H/\partial u_x=\tfrac{\Delta}{2}\sigma_x$, and likewise $X_y=\tfrac\Delta2\sigma_y$. Kambersky's operator appears in a spin frame that turns with the magnetisation. Let $U=e^{-i\boldsymbol\theta\cdot\boldsymbol\sigma/2}$ rotate spins by the small angle $\boldsymbol\theta$ that carries $\hat z$ into $\mathbf m$. Then $\mathbf u=\boldsymbol\theta\times\hat z$, that is, $u_x=\theta_y$ and $u_y=-\theta_x$. The Hamiltonian in the new frame is $U^\dagger HU-i\hbar U^\dagger\dot U$. Here $H_{\rm orb}$ is unchanged, the exchange term becomes the static $\tfrac\Delta2\sigma_z$, and to first order

$$U^\dagger H_{\rm so}U=H_{\rm so}+\tfrac i2[\boldsymbol\theta\cdot\boldsymbol\sigma,H_{\rm so}],\qquad -i\hbar U^\dagger\dot U=-\tfrac\hbar2\dot{\boldsymbol\theta}\cdot\boldsymbol\sigma .$$

The drive is thus $u_xT_x+u_yT_y-\tfrac\hbar2\dot{\boldsymbol\theta}\cdot\boldsymbol\sigma$, with the spin-orbit torques

$$T_x=\tfrac i2[\sigma_y,H_{\rm so}],\qquad T_y=-\tfrac i2[\sigma_x,H_{\rm so}].\tag{5}$$

For motion along $x$, the component $e^{-i\omega t}$ of the drive has the amplitude $T_x+\tfrac i2\hbar\omega\,\sigma_y$. The power already carries $\omega^2$ from the quantum of energy and the occupation difference, so the term with $\sigma_y$ contributes only beyond order $\omega^2$ and drops out of $\alpha$.

The two torques are related by the commutator of $\sigma_y$ with the whole Hamiltonian. Since $[\sigma_y,\sigma_z]=2i\sigma_x$,

$$\tfrac i2[\sigma_y,H]=\tfrac i2\cdot\tfrac\Delta2\cdot2i\sigma_x+T_x=T_x-X_x ,$$

and matrix elements between eigenstates give

$$\langle n|T_x-X_x|m\rangle=\tfrac i2(\varepsilon_m-\varepsilon_n)\langle n|\sigma_y|m\rangle .\tag{6}$$

At equal energies the torques agree. In particular, the Hellmann-Feynman theorem gives $\langle n|T_x|n\rangle=\langle n|X_x|n\rangle=\partial\varepsilon_n/\partial u_x$. For an absorbing transition $m\to n$ with $\varepsilon_n-\varepsilon_m=\hbar\omega$, (6) reads $X_x=T_x+\tfrac i2\hbar\omega\sigma_y$, which is the full rotating-frame drive. For sharp levels the two frames therefore predict the same absorption.

In a perfect crystal a uniform drive conserves $\mathbf k$. Unless bands cross at the Fermi energy, dissipation at low frequency then needs level broadening. Assume that every level has the same spectral function

$$A_n(\varepsilon)=\frac1\pi\frac{\eta}{(\varepsilon-\varepsilon_n)^2+\eta^2},\qquad \eta=\frac{\hbar}{2\tau},\tag{7}$$

with $\tau$ the lifetime of the occupation. Replacing the delta functions in (4) by $A_n$ and $A_m$ keeps the bare product of two propagators and omits vertex corrections, the correlated scattering of the electron and the hole. The result then depends on the frame in which it is done, because broadened levels overlap off the energy shell, where (6) is not zero. The choice made here is a lifetime that follows the magnetisation: the scatterers have no term in $\dot{\boldsymbol\theta}$ in the rotating frame, and the operator is $T$. Averaging over the two transverse directions and equating (3) and (4) gives the torque-correlation formula

$$\alpha=\frac{\gamma}{M}\,\pi\hbar\int\!\frac{d^dk}{(2\pi)^d}\sum_{nm}\frac{|T_{x,nm}|^2+|T_{y,nm}|^2}{2}\int\! d\varepsilon\,(-f')A_nA_m .\tag{8}$$

If the two directions are not equivalent, damping is a tensor and (8) is half its trace.

Kambersky's notation uses $\sigma^-=(\sigma_x-i\sigma_y)/2$. From (5), $[\sigma_x,H_{\rm so}]=2iT_y$ and $[\sigma_y,H_{\rm so}]=-2iT_x$, so

$$\Gamma^-\equiv[\sigma^-,H_{\rm so}]=\tfrac12(2iT_y-2T_x)=-(T_x-iT_y).$$

Hence $|\Gamma^-_{nm}|^2=|T_{x,nm}|^2+|T_{y,nm}|^2-2\,{\rm Im}(T_{x,nm}T_{y,mn})$. The last term changes sign when $n$ and $m$ are exchanged, while $A_nA_m$ does not, so it cancels in the double sum. The weight in (8) may be written $\tfrac12|\Gamma^-_{nm}|^2$.

The choice of $T$ has a clear test case. Without spin-orbit coupling, spin-independent scattering conserves the total spin, and uniform precession should not be damped by it. Formula (8) gives zero, since $T=0$. The exchange torque put into the same product does not. For a parabolic two-dimensional gas with density of states $N_1=m_e/2\pi\hbar^2$ per spin, $X_x$ and $X_y$ connect the two spin states with squared element $\Delta^2/4$. There are two orderings, and the convolution of two Lorentzians is

$$\int A_nA_m\,d\varepsilon=\frac1\pi\,\frac{2\eta}{D^2+4\eta^2},\qquad D=|\varepsilon_n-\varepsilon_m| .\tag{9}$$

With $\gamma=g\mu_B/\hbar$ and $M=n_m\mu_B$, the prefactor $\pi\hbar\gamma/M$ is $\pi g/n_m$. For a Fermi energy far above both band edges on the scale of $\eta$, the false damping is

$$\alpha_X=\frac{\pi g}{n_m}\,N_1\cdot2\cdot\frac{\Delta^2}{4}\cdot\frac1\pi\frac{2\eta}{\Delta^2+4\eta^2}=\frac{g}{n_m}\,\frac{N_1\Delta^2\eta}{\Delta^2+4\eta^2}.$$

For $g=2$, $n_m=50\ \mathrm{nm^{-2}}$, $\Delta=0.1$ eV and $\eta=0.03$ eV this is $1.84\times10^{-3}$, as direct integration confirms. In this approximation spin leaks into scatterers that do not follow the magnetisation.

The terms $n=m$ of (8) form the intraband part. With $\int dx\,(x^2+\eta^2)^{-2}=\pi/2\eta^3$,

$$\int A_n^2\,d\varepsilon=\frac{\eta^2}{\pi^2}\cdot\frac{\pi}{2\eta^3}=\frac{1}{2\pi\eta}.$$

If $\eta$ is small on the scale over which the bands and matrix elements vary, $A_n^2(\mu)$ acts as $\delta(\mu-\varepsilon_n)/2\pi\eta$. Since $\pi\hbar/2\pi\eta=\hbar/2\eta=\tau$, at zero temperature

$$\alpha_{\rm intra}=\frac{\gamma}{M}\,\tau\int\!\frac{d^dk}{(2\pi)^d}\sum_n\frac12\left[\left(\frac{\partial\varepsilon_n}{\partial u_x}\right)^2+\left(\frac{\partial\varepsilon_n}{\partial u_y}\right)^2\right]\delta(\mu-\varepsilon_n).\tag{10}$$

This is the breathing Fermi surface. As $\mathbf m$ turns, levels move through the Fermi energy, the occupations lag by a time $\tau$, and their relaxation releases heat. The Drude conductivity has the same structure, with the band velocity in place of $\partial\varepsilon_n/\partial\mathbf u$:

$$\sigma_D=e^2\tau\int\!\frac{d^dk}{(2\pi)^d}\sum_n v_{x,n}^2\,\delta(\mu-\varepsilon_n).$$

The ratio $\alpha_{\rm intra}/\sigma_D$ is thus free of $\tau$, and this part is conductivity-like. One condition is attached. A uniform shift of the levels at the Fermi energy moves $\mu$ with it at fixed electron number and causes no relaxation, so if the Fermi-surface average of $\partial\varepsilon_n/\partial\mathbf u$ is not zero, it has to be subtracted before squaring.

The terms $n\ne m$ form the interband part. Suppose $\eta\ll D$. Near $\varepsilon=\varepsilon_n$ the first Lorentzian is a narrow peak, and the second has the nearly constant value $\eta/\pi D^2$; near $\varepsilon_m$ the roles are exchanged. Therefore

$$A_nA_m\simeq\frac{\eta}{\pi D^2}\,[\delta(\varepsilon-\varepsilon_n)+\delta(\varepsilon-\varepsilon_m)],\tag{11}$$

which agrees with (9) for small $\eta$. The interband damping is proportional to $\eta$, hence to $1/\tau$, and $\alpha_{\rm inter}\sigma_D$ is free of $\tau$: this part is resistivity-like. The law needs a gap much larger than $\eta$ at every point of the Fermi surface that carries weight. By (9), a pair with $2\eta>D$ contributes less, not more, when $\eta$ grows. Near-degenerate bands can therefore behave like the intraband part, and the division by band index loses its link to the two scaling laws.

A two-dimensional Rashba ferromagnet shows both parts in closed form:

$$H=\frac{\hbar^2k^2}{2m_e}+\lambda(k_y\sigma_x-k_x\sigma_y)+\frac\Delta2\sigma_z .$$

Because $[\sigma_y,\sigma_x]=-2i\sigma_z$, (5) gives $T_x=\tfrac i2\lambda k_y(-2i\sigma_z)=\lambda k_y\sigma_z$. In the same way $T_y=-\tfrac i2(-\lambda k_x)(2i\sigma_z)=-\lambda k_x\sigma_z$. The weight in (8) is then $\tfrac12\lambda^2k^2|\langle n|\sigma_z|m\rangle|^2$. The bands are $\varepsilon_\pm=\hbar^2k^2/2m_e\pm E$ with $E=\sqrt{\Delta^2/4+\lambda^2k^2}$, and their gap at fixed $\mathbf k$ is $2E\ge\Delta$. Let $s=\lambda k/E$ be the sine of the angle between the spin axis and $z$. Then $|\langle\pm|\sigma_z|\pm\rangle|^2=\Delta^2/4E^2=1-s^2$ and $|\langle+|\sigma_z|-\rangle|^2=s^2$.

Let $N_\pm$ be the densities of states at $\mu$. The intraband part is

$$\alpha_{\rm intra}=\frac{\pi g}{n_m}\sum_\pm N_\pm\,\frac{\lambda^2k^2}{2}\,\frac{\Delta^2}{4E^2}\,\frac1{2\pi\eta}=\frac a\eta,\qquad a=\frac{g\Delta^2}{16n_m}\sum_\pm N_\pm s_\pm^2 .\tag{12}$$

For the interband part the two orderings give $2\cdot\tfrac12\lambda^2k^2s^2=E^2s^4$, and (11) with $D=2E$ gives

$$\alpha_{\rm inter}=\frac{\pi g}{n_m}\sum_\pm N_\pm E_\pm^2s_\pm^4\,\frac{\eta}{4\pi E_\pm^2}=b\,\eta,\qquad b=\frac{g}{4n_m}\sum_\pm N_\pm s_\pm^4 .\tag{13}$$

The sum $a/\eta+b\eta$ has its minimum $2\sqrt{ab}$ at $\eta^*=\sqrt{a/b}$, where the parts are equal. For strong spin-orbit coupling, $\lambda k\gg\Delta/2$, $s\to1$ and $\eta^*\to\Delta/2$. This is far below the gap $2\lambda k$, so the minimum lies within the range of both laws. For weak coupling, $\lambda k\ll\Delta/2$, one has $s\simeq2\lambda k/\Delta$ and, with a typical $k$, $\eta^*=\sqrt{a/b}\sim(\Delta/2)/s\sim\Delta^2/4\lambda k$. The gap is $D=2E=\Delta/\sqrt{1-s^2}$, so $\eta^*$ exceeds it for $s<1/\sqrt5\simeq0.45$, but the estimate fails much earlier. With the fixed-gap factor from (9), the sum $a/\eta+b\eta D^2/(D^2+4\eta^2)$ is stationary where $4\eta^{*2}/D^2=x(1-x)/(1+x)^2$ with $x=4\eta^2/D^2$. The right side is at most $1/8$, so a minimum needs $\eta^*<D/\sqrt{32}$, that is $s^2>8/9$ or $s>0.94$. At weaker coupling this sum falls steadily as $\eta$ grows.

Take round parameters: $\lambda=0.1$ eV nm, $\Delta=0.1$ eV, $\mu=1$ eV, $n_m=50\ \mathrm{nm^{-2}}$, $g=2$ and zero temperature. The moment density is an input here. The gas itself has only $4.7$ electrons per $\mathrm{nm^2}$ and a net moment of $0.21\,\mu_B$ per $\mathrm{nm^2}$, so nearly all of $n_m$ must belong to other electrons, which turn with $\mathbf m$ and whose own contribution to the damping is left out. The Fermi circles lie at $k=3.968$ and $6.606\ \mathrm{nm^{-1}}$ for the upper and lower band, with gaps of $0.800$ and $1.325$ eV. The densities of states are $N_+=1.573$ and $N_-=2.605\ \mathrm{eV^{-1}nm^{-2}}$, and $s^2=0.9844$ and $0.9943$. Hence

$$a=\frac{2\,(0.1)^2}{16\cdot50}\,(1.573\cdot0.9844+2.605\cdot0.9943)\ \mathrm{eV}=1.034\times10^{-4}\ \mathrm{eV},$$

$$b=\frac{2}{4\cdot50}\,(1.573\cdot0.9844^2+2.605\cdot0.9943^2)\ \mathrm{eV^{-1}}=0.0410\ \mathrm{eV^{-1}}.$$

Integrating (8) over $\mathbf k$ with numerically diagonalised bands gives:

| $\eta$ (eV) | $10^3\alpha_{\rm intra}$ | $10^3\alpha_{\rm inter}$ | $10^3\alpha$ |
|---|---|---|---|
| 0.005 | 20.69 | 0.205 | 20.89 |
| 0.020 | 5.17 | 0.819 | 5.99 |
| 0.050 | 2.07 | 2.03 | 4.10 |
| 0.100 | 1.03 | 3.96 | 4.99 |
| 0.200 | 0.52 | 7.16 | 7.68 |

Between $\eta=0.002$ and $0.02$ eV, $\alpha_{\rm intra}/\sigma_D$ stays at $2.507\ \mathrm{S^{-1}}$, while $\alpha_{\rm inter}\sigma_D$ changes by $0.1\%$, from $1.691$ to $1.690\times10^{-6}$ S. Here $\sigma_D$ is the band-diagonal sheet conductivity. The coefficients predict a minimum of $4.12\times10^{-3}$ at $\eta^*=0.0502$ eV; the full formula has $4.10\times10^{-3}$ at $0.0509$ eV, or $\tau=6.5$ fs. At $\eta=0.5$ eV the interband part is only $0.53$ of $b\eta$. The factor $D^2/(D^2+4\eta^2)$ from (9), averaged over the two circles with the weights $N_\pm s_\pm^4$, gives $0.55$. This is only an estimate, since (9) assumes a fixed gap and here the gap varies with $k$, but it indicates that most of the loss comes from a width comparable with the gap.

The interband number depends strongly on the frame chosen for the lifetime. With the exchange torque, the intraband part is unchanged by (6). Between the bands, $|\langle+|\sigma_x|-\rangle|^2+|\langle+|\sigma_y|-\rangle|^2=2-s^2$, and the weight $E^2s^4$ of (13) is replaced by $\tfrac{\Delta^2}{4}(2-s^2)=E^2(1-s^2)(2-s^2)$. The interband coefficient becomes

$$b_X=\frac{g}{4n_m}\sum_\pm N_\pm(1-s_\pm^2)(2-s_\pm^2)\simeq4\times10^{-4}\ \mathrm{eV^{-1}},$$

about a hundredth of $b$. At the minimum the exchange-torque product accordingly gives $2.05\times10^{-3}$, half of the spin-orbit-torque value. The case $\lambda=0$ favours the spin-orbit torque, but it does not prove that this choice is the more accurate one at strong coupling. For a given kind of disorder, vertex corrections must decide. If the impurity potential does not act on spin, it commutes with $\sigma_y$ and (6) holds for the exact, sharp eigenstates of the disordered system. A treatment that keeps the vertex corrections consistently then gets the same damping from $T$ and from $X$.

For the intraband part and weak, spin-independent point impurities this can be done by hand. In the Born approximation the scattering rate between two Fermi-surface states is proportional to their overlap $\tfrac12(1+\mathbf n\cdot\mathbf n')$, where $\mathbf n$ is the spin direction. Its $z$ component is $\zeta\Delta/2E_\zeta$ for band $\zeta=\pm1$. With $q=\hbar^2/m_e$, the slope $d\varepsilon_\zeta/dk=qk+\zeta\lambda^2k/E_\zeta$ gives

$$N_\zeta=\frac{k}{2\pi\,d\varepsilon_\zeta/dk}=\frac{E_\zeta}{2\pi(qE_\zeta+\zeta\lambda^2)} .$$

Writing $k^2=(E_\zeta^2-\Delta^2/4)/\lambda^2$ in $\varepsilon_\zeta=\mu$ and subtracting the two band equations yields $q(E_--E_+)=2\lambda^2$. The brackets $qE_\zeta+\zeta\lambda^2$ are then equal, so $N_\zeta/E_\zeta$ is the same for both bands and $\sum_\zeta N_\zeta\,\zeta\Delta/2E_\zeta=0$. The $z$ term drops out of the total rate, the in-plane term averages to zero over angle, and all states have the same lifetime: $1/\tau=KN/2$, with $N=N_++N_-$ and $K$ the impurity strength. This justifies a constant $\eta$ in the spectral functions here; it does not justify leaving out the vertex corrections.

The occupation lag $h$ is driven by $\partial\varepsilon_\zeta/\partial u_x=\zeta\tfrac\Delta2s_\zeta\sin\phi$, where $k_y=k\sin\phi$. Its average over each circle vanishes, so no shift of $\mu$ has to be subtracted. Try $h=G\,\zeta s_\zeta\sin\phi$. Scattering into a state brings back, from the in-plane term $\zeta\zeta's_\zeta s_{\zeta'}\cos(\phi-\phi')$ and the angular average $\langle\cos(\phi-\phi')\sin\phi'\rangle=\tfrac12\sin\phi$,

$$\frac K2\sum_{\zeta'}N_{\zeta'}\,\frac{s_{\zeta'}^2}{2}\,G\,\zeta s_\zeta\sin\phi=\frac{\langle s^2\rangle}{2\tau}\,h,\qquad \langle s^2\rangle=\frac1N\sum_\zeta N_\zeta s_\zeta^2 .$$

The balance $h/\tau-\langle s^2\rangle h/2\tau=\partial\varepsilon_\zeta/\partial u_x$ gives

$$G=\frac{\tau\Delta/2}{1-\tfrac12\langle s^2\rangle}.$$

Without scattering-in, $G=\tau\Delta/2$, which reproduces (10). Point impurities therefore multiply the intraband damping by $1/(1-\tfrac12\langle s^2\rangle)=1.98$; solving the discretised collision equation gives the same factor. In this limit (8) underestimates the conductivity-like part by a factor of nearly two. The corresponding correction to the interband part is not derived here, but it is large. Summing the ladder of vertex corrections numerically in the self-consistent Born approximation for the same impurities gives a total damping of about $4.0$, $2.1$ and $1.2\times10^{-3}$ at $\eta=0.05$, $0.1$ and $0.2$ eV, against $4.10$, $4.99$ and $7.68\times10^{-3}$ in the table. It stays close to $1.98\,a/\eta$ up to $\eta\approx0.1$ eV and levels off near $0.8\times10^{-3}$ only for $\eta\approx0.5$ eV, where the width is comparable with the gap. For point impurities almost all of $b\eta$ is cancelled, and the minimum at $0.05$ eV belongs to the constant-lifetime model with the operator $T$ alone.

In this model both torques are proportional to $\sigma_z$, because $H_{\rm so}$ contains only in-plane spin components. Spin-orbit couplings with a $\sigma_z$ component also give spin-flip torques, and the relative size of $a$ and $b$ and their dependence on $\lambda$ should not be carried over to a transition metal. The numerical output below lists the main values at higher precision.

## Numbers as computed

```
Rashba parameter lam = 0.100 eV nm
exchange splitting delta = 0.100 eV
Fermi energy mu = 1.000 eV
moment density n_m = 50.0 Bohr magnetons per nm^2, g = 2.0
hbar^2/m_e = 0.076200 eV nm^2
time evolution: absorbed energy / golden rule = 0.99996
upper band: k_F = 3.9684 nm^-1, gap 2E = 0.8000 eV
upper band: N = 1.5727 eV^-1 nm^-2, s^2 = 0.98437
lower band: k_F = 6.6056 nm^-1, gap 2E = 1.3249 eV
lower band: N = 2.6046 eV^-1 nm^-2, s^2 = 0.99430
intraband coefficient a = 1.03448e-04 eV
interband coefficient b = 4.09896e-02 eV^-1
eta = 1 meV: intraband/(a/eta) = 1.00000
eta = 1 meV: interband/(b eta) = 1.00002
eta (eV), tau (fs), alpha intra, alpha inter, alpha total, Drude sigma (S)
0.005   65.821 2.06895e-02 2.04955e-04 2.08945e-02 8.2517e-03
0.020   16.455 5.17235e-03 8.18985e-04 5.99134e-03 2.0629e-03
0.050    6.582 2.06886e-03 2.03300e-03 4.10186e-03 8.2518e-04
0.100    3.291 1.03422e-03 3.96057e-03 4.99478e-03 4.1262e-04
0.200    1.646 5.16432e-04 7.16471e-03 7.68114e-03 2.0643e-04
intra/sigma at eta = 2 and 20 meV: 2.50730e+00 2.50729e+00 S^-1
inter*sigma at eta = 2 and 20 meV: 1.69123e-06 1.68951e-06 S
eta = 0.5 eV: interband/(b eta) = 0.5261
minimum from a and b: eta = 0.05024 eV, alpha = 4.11838e-03
minimum of full formula: eta = 0.05091 eV, alpha = 4.10122e-03
tau at that minimum = 6.464 fs
exchange-torque bubble at that eta: alpha = 2.05192e-03
lam = 0, eta = 0.030 eV: exchange-torque bubble = 1.84289e-03
lam = 0: closed formula for that false damping = 1.84293e-03
lam = 0: spin-orbit-torque damping = 0.0e+00
point impurities: intraband factor, collision matrix = 1.98131
point impurities: intraband factor, formula = 1.98131
```
